# Polar-optical electron runaway and its suppression by additional scattering

Electrons in a wide-gap semiconductor are driven by a strong uniform field and lose energy mainly to polar-optical phonons. The problem asks when this loss can hold them in a stationary drift distribution.

**Model.** The electrons occupy one unbounded parabolic band, $E=\hbar^2k^2/2m$, and are dilute. The phonons have a single energy $\hbar\omega$ and equilibrium occupation $N$. The field exerts a force $eF$ along $+z$, with $e,F>0$. The unscreened Fröhlich coupling in a volume $V$ is

$$|M_q|^2=\frac{C}{Vq^2},\qquad C=\frac{e^2\hbar\omega\kappa}{2\varepsilon_0},\qquad \kappa=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s},$$

with relative permittivities $\varepsilon_\infty$ and $\varepsilon_s$. Let $x=E/\hbar\omega$ and $k_0^2=2m\omega/\hbar$, so that $x=k^2/k_0^2$.

The numerical example uses round model parameters: $m=0.20$ electron masses, $\hbar\omega=0.090$ eV, $\varepsilon_\infty=5$, $\varepsilon_s=10$ and 300 K, which give $N=0.0317$.

## (a) What is the mean energy loss per unit path?

**Solution.** In an emission $\mathbf k\to\mathbf k-\mathbf q$. Let $\theta$ be the angle between $\mathbf q$ and $\mathbf k$. Energy conservation reads $2kq\cos\theta-q^2=k_0^2$, so

$$\cos\theta=\frac{q^2+k_0^2}{2kq}.$$

The condition $\cos\theta\le1$ restricts $q$ to the interval between $q_\pm=k\pm\sqrt{k^2-k_0^2}$, which exists for $x\ge1$. In the golden rule, $d^3q=2\pi q^2\,dq\,d\cos\theta$, and the energy delta function integrated over $\cos\theta$ gives $m/(\hbar^2kq)$. Hence

$$W_e=\frac{2\pi}{\hbar}(N+1)\frac{1}{4\pi^2}\frac{Cm}{\hbar^2k}\int_{q_-}^{q_+}\frac{dq}{q}
=(N+1)\frac{eF_0}{\hbar k}\ln\frac{q_+}{q_-},$$

where $Cm/(2\pi\hbar^3)=eF_0/\hbar$ defines the field scale

$$F_0=\frac{me\omega\kappa}{4\pi\varepsilon_0\hbar}.$$

Since $q_+q_-=k_0^2$, the ratio is $q_+/q_-=(q_+/k_0)^2=(\sqrt x+\sqrt{x-1})^2$, and its logarithm is $2\,\mathrm{arcosh}\sqrt x$.

For absorption, $\mathbf k\to\mathbf k+\mathbf q$ gives $\cos\theta=(k_0^2-q^2)/(2kq)$ and limits $\sqrt{k^2+k_0^2}\pm k$. Their product is again $k_0^2$, so the logarithm is $2\,\mathrm{arsinh}\sqrt x$ and the prefactor is $N$.

The mean loss per path is $\hbar\omega(W_e-W_a)/v$ with $v=\hbar k/m$. Because $\hbar^2k^2/m=2E$, it equals $eF_0\,s(x)$, where

$$s(x)=\frac{(N+1)\,\mathrm{arcosh}\sqrt x-N\,\mathrm{arsinh}\sqrt x}{x}.$$

The first term is absent for $x<1$, where an electron can only absorb. For large $x$ both inverse functions approach $\tfrac12\ln4x$, so $s\to\ln(4x)/(2x)$. In this limit the loss per unit path falls with energy, because the scattering rate falls while the speed rises.

## (b) At what field does an electron moving along the field run away?

**Solution.** If the velocity stays along $z$ and the loss is treated as continuous, the energy obeys

$$\frac{dE}{dz}=e\,[F-F_0s(x)].$$

Take $N=0$ first and set $\sqrt x=\cosh u$, so $s=u/\cosh^2u$. Then

$$\frac{ds}{du}=\frac{\cosh u-2u\sinh u}{\cosh^3u}=0\quad\Rightarrow\quad u\tanh u=\tfrac12 .$$

The left side of the last equation increases with $u>0$, so there is one solution, $u=0.7717$. It gives $x=1.7235$ and $s_{\max}=0.4477$. At 300 K the numerical maximum is $s_{\max}=0.4421$ at $x=1.752$, or 0.158 eV. It is lower because the occupation adds $N(\mathrm{arcosh}\sqrt x-\mathrm{arsinh}\sqrt x)/x$ to $s$, which is negative.

If $F>F_0s_{\max}$, then $dE/dz>0$ at every energy. This is the runaway threshold for forward motion. With $F_0=340.2$ kV/cm,

$$F_0s_{\max}=340.2\times0.4421\approx150\ \text{kV/cm}=15.0\ \text{MV/m}.$$

Below the threshold, gain and loss balance where $s(x_*)=F/F_0$. A small deviation $\delta E$ obeys

$$\frac{d\,\delta E}{dz}=-\frac{eF_0}{\hbar\omega}\,s'(x_*)\,\delta E,$$

so a balance point is stable where $s$ rises and unstable where it falls. At 100 kV/cm the two points lie at 0.101 eV and 0.435 eV. Integrating the beam equation from 2% below the upper point leads to the lower one; starting 2% above it leads to continuing acceleration. Thus, with continuous loss, the forward beam is confined below threshold only if it starts below the upper energy. Real emissions are random and each removes a whole phonon energy. Some electrons therefore travel far enough without emitting to cross the upper point, even when they start below it. The threshold compares the field with the largest mean loss; it does not guarantee that every electron is held at a weaker field.

## (c) Does the threshold survive when polar scattering deflects the electrons?

**Solution.** The energy argument alone no longer decides the matter. In a stationary state with polar loss only, the power taken from the field equals the mean loss:

$$eFv_d=\langle v\,eF_0s\rangle\le eF_0s_{\max}\langle v\rangle
\quad\Rightarrow\quad \frac{v_d}{\langle v\rangle}\le\frac{F_0s_{\max}}{F}.$$

Above threshold the right side is below one. This condition does not forbid a stationary state, but it limits how closely the motion can be aligned with the field: the mean path travelled must be at least $F/(F_0s_{\max})$ times the net displacement along the field.

Momentum balance gives a second condition, which at sufficiently high fields excludes a stationary state altogether. An emission removes $\hbar q\cos\theta=\hbar(q^2+k_0^2)/(2k)$ of momentum along the velocity. Weighting this with the rate found in (a) gives

$$\frac{(N+1)eF_0}{2k^2}\int_{q_-}^{q_+}\left(q+\frac{k_0^2}{q}\right)dq
=\frac{(N+1)eF_0}{2k^2}\left[2k\sqrt{k^2-k_0^2}+2k_0^2\,\mathrm{arcosh}\sqrt x\right],$$

since $q_+^2-q_-^2=(q_++q_-)(q_+-q_-)=4k\sqrt{k^2-k_0^2}$. An absorption removes $\hbar(q^2-k_0^2)/(2k)$, and the same integration with its own limits applies. The total mean momentum loss per unit time is $eF_0\,r(x)$, with

$$r=(N+1)\left[\sqrt{1-\frac1x}+\frac{\mathrm{arcosh}\sqrt x}{x}\right]+N\left[\sqrt{1+\frac1x}-\frac{\mathrm{arsinh}\sqrt x}{x}\right],$$

the first bracket again being absent for $x<1$. Components transverse to the velocity average to zero by axial symmetry.

The function $r$ is non-negative, tends to $2N+1$ at high energy, and has the numerical maximum $r_{\max}=1.261$ at $x=3.33$. With $\vartheta$ the angle between velocity and field,

$$\frac{d\langle p_z\rangle}{dt}=eF-eF_0\langle r\cos\vartheta\rangle\ \ge\ e(F-F_0r_{\max}).$$

For $F>F_0r_{\max}=429$ kV/cm the mean momentum grows without limit, and polar scattering alone admits no stationary state of finite mean momentum.

A Monte Carlo simulation at 500 kV/cm, which samples every deflection, shows this growth. Every electron makes the same number of random flights, so the times quoted for this run and for the hot-electron runs in (e) are ensemble averages. The mean energy is about 23 eV at an average time of 200 fs and about 89 eV at 399 fs. The ratio is close to four, as expected when momentum grows in proportion to time. These means are a few per cent high, mainly because of the spread of elapsed times: with every electron stopped at exactly these times they are about 21 and 86 eV, and the net force quoted below becomes about 250 kV/cm. These energies lie far outside any band to which a parabola could apply; they illustrate the absence of a stationary state in the model, not what a device would do. The net force divided by $e$ is 257 kV/cm, above the lower bound of 71 kV/cm, because at these high energies $r$ is close to $2N+1$, below its maximum, and because the electrons are not all aligned with the field.

## (d) Can polar scattering alone hold the high-energy tail in a weaker field?

**Solution.** Consider $x\gg1$ and a nearly isotropic distribution, $f=f_0(E)+f_1(E)\cos\vartheta$. One phonon then changes the energy by a small fraction, and the momentum relaxes at the rate $1/\tau=eF_0r/p$. The transport mean free path is

$$\lambda_t=v\tau=\frac{vp}{eF_0r}=\frac{2E}{eF_0r}.$$

The $\cos\vartheta$ part of the stationary Boltzmann equation is $eFv\,f_0'=-f_1/\tau$, the prime denoting $d/dE$. Therefore $f_1=-eF\lambda_tf_0'$.

Now count electrons crossing the sphere of energy $E$ in $k$ space, leaving out a common density-of-states constant. The field carries them outward at the rate

$$\frac{eF}{\hbar}k^2\int f\cos\vartheta\,d\Omega=\frac{4\pi k^2}{\hbar}\,\frac{eFf_1}{3}=-\frac{4\pi k^2}{\hbar}\,\frac{e^2F^2\lambda_t}{3}f_0' .$$

The number per unit energy is $4\pi k^2f_0/(\hbar v)$ and the mean loss rate is $v\,eF_0s$, so phonons carry $(4\pi k^2/\hbar)\,eF_0s f_0$ inward. A stationary state without a source or sink at infinity has no net flux:

$$\frac{d\ln f_0}{dE}=-\frac{3F_0\,s}{eF^2\lambda_t}.$$

The random number of phonons emitted adds a further diffusion. Expanding the flux of finite steps to second order replaces $e^2F^2\lambda_t/3$ by $e^2F^2\lambda_t/3+\tfrac12\hbar\omega\,eF_0\sigma$, where $\sigma$ is $s$ with a plus sign before its $N$ term; the slow variation of the logarithms is neglected. Since $\sigma\sim\ln(4x)/x$, this does not alter the conclusions below.

For polar scattering alone $\lambda_t\to2E/[eF_0(2N+1)]$, and

$$-\frac{d\ln f_0}{d\ln E}\to\frac{3(2N+1)F_0^2}{2F^2}\,s(x)\sim\frac{\ln 4x}{x}\to0 .$$

The integral of this slope over $\ln E$ converges, so $f_0$ tends to a positive constant. The electron number, proportional to $\int\sqrt E\,f_0\,dE$, then diverges. Dropping the higher angular terms requires the energy $eF\lambda_t$ gained over one transport mean free path to be small against $E$, that is, $2F\ll(2N+1)F_0$. In this weak-field regime there is consequently no normalisable stationary state. This does not say how long a cold population survives before it leaks upward. Nor does it decide the intermediate fields, where the expansion is unjustified and the bound in (c) does not apply.

## (e) Why can elastic scattering restore a stationary state?

**Solution.** Add isotropic elastic collisions with an energy-independent mean free path $\lambda$. Scattering rates add, so

$$\frac1{\lambda_t}=\frac1\lambda+\frac{eF_0r}{2E}\ \to\ \frac1\lambda .$$

With $E\,s\to\tfrac12\hbar\omega\ln4x$, the zero-flux equation gives

$$-\frac{d\ln f_0}{d\ln E}\to\frac32\,\frac{\hbar\omega F_0}{eF^2\lambda}\ln4x,
\qquad f_0\sim\exp\left[-\frac34\frac{\hbar\omega F_0}{eF^2\lambda}\ln^2 4x\right].$$

Convergence of $\int\sqrt E f_0\,dE$ requires the slope to exceed $3/2$. Here it grows without limit, so the tail is normalisable at any finite field within this model. The approximation is also consistent at high energy, since both $eF\lambda_t/E$ and $|f_1|/f_0=3F_0s/F$ tend to zero.

The elastic collisions take no energy; they reduce the heating. The outward flux in (d) corresponds to energy diffusion with coefficient $D=e^2F^2v\lambda_t/3$. With density of states $g\propto\sqrt E$, the flux is $-gDf_0'$. Its integral over energy is the heating power, and integration by parts gives a mean heating rate per electron of $(gD)'/g$. The two cases are:

- **Polar scattering alone:** $gD\propto E^2$, and the heating rate is $2D/E=4eF^2v/[3(2N+1)F_0]$. It rises with speed.
- **Constant $\lambda$:** $gD\propto E$, and the heating rate is $D/E=2e^2F^2\lambda/(3mv)$. It falls with speed.

The polar loss rate is $v\,eF_0s\to eF_0\hbar\omega\ln(4x)/(mv)$. It loses to the first heating rate, but exceeds the second at sufficiently high energy because of its logarithm.

Not every additional mechanism has this effect. If $\lambda\propto E^p$ with $0<p<1$, the slope behaves as $\ln(4x)/x^p$ and vanishes, so the tail is again not normalisable. For $p\ge1$, $\lambda_t$ grows in proportion to $E$, since the polar deflection keeps it from growing faster, and the outcome in the weak-field regime of (d) is the same.

**Numbers at 500 kV/cm.** Take $\lambda=2$ nm. This short path is chosen to make the effect plain and does not represent a particular material. At the mean energy found below, $k\lambda\approx2.5$ and $\hbar v/\lambda\approx0.24$ eV, which exceeds the phonon energy. Collisions are then not well separated quantum events, so the numbers illustrate the semiclassical model and are not a quantitative prediction for a crystal. Then $eF\lambda=0.10$ eV, and with $F/F_0=1.470$

$$\frac{eF^2\lambda}{\hbar\omega F_0}=\frac{0.10\times1.470}{0.090}=1.63 .$$

The asymptotic slope is $(1.5/1.63)\ln4x=0.92\ln4x$. Started at 0.18 eV, the Monte Carlo ensemble now reaches a mean energy of about 0.29 eV, with values of 0.293 and 0.286 eV in two successive intervals. Its drift velocity is $1.10\times10^5$ m/s and its mean speed $6.25\times10^5$ m/s. Their ratio, 0.176, respects the upper bound $150/500\approx0.30$ from (c). The mean loss per path corresponds to $0.176\times500=88$ kV/cm, which polar phonons can supply although the field exceeds the forward threshold more than threefold. Field power and polar loss agree within 0.2%, and the momentum balance closes within 1%. These averages carry sampling noise from the broad tail. A longer time average gives about 0.30 eV and a mean speed of $6.33\times10^5$ m/s at the same drift velocity, so that the ratio becomes 0.174 and the loss 87 kV/cm.

The population between $x=6$ and 12, divided by that between 12 and 24, is 3.32 in the simulation. The zero-flux equation with phonon-number diffusion gives 2.97, about 11% lower than the simulation. Most of this gap is sampling noise: the simulated ratio is uncertain by about 0.1 in a run of this size, and a longer time average gives $3.01\pm0.05$, consistent with 2.97. The expansion is not strictly controlled in this range, since $3F_0s/F$ falls only from 0.52 at $x=6$ to 0.19 at $x=24$.

**Hot electrons at 100 kV/cm.** This field is below the forward threshold. Electrons started isotropically at 9.0 eV reach a mean of 13.6 eV after 665 fs with polar scattering alone, but cool to 6.2 eV when the elastic collisions are added. The same polar loss acts in both cases, and the altered heating reverses the outcome.

## (f) What changes with inelastic scattering and a real band?

**Solution.** Suppose another process removes a mean energy $S_i$ per unit path that is constant at high energy, as repeated emission of nonpolar phonons may do. In the continuous-loss approximation $eF_0s$ becomes $eF_0s+S_i$. If $\lambda_t$ is constant, $S_i\ll eF$ and each energy step is small against $eF\lambda_t$, the tail then obeys

$$\frac{d\ln f_0}{dE}\to-\frac{3S_i}{e^2F^2\lambda_t},$$

which is an exponential decay, steeper than the tail in (e). Such a process works through energy loss as well as deflection. Intervalley transfer can do both, and it also changes the effective mass.

In a real crystal the parabola ends, other valleys open and impact ionisation may begin. Polar runaway therefore means that this one mechanism cannot confine the carriers; it does not predict unlimited energies. Equally, a stationary state in the model does not guarantee one in a device, where ionisation can multiply the carriers. The thresholds also shift if screening or a non-equilibrium phonon population changes the coupling or $N$. They rest on the golden rule, which is only approximate for these parameters: at its largest, the polar emission rate gives $\hbar W_e\approx0.07$ eV, close to the phonon energy of 0.09 eV. The numerical output lists the model parameters, the thresholds and the simulation results.

## Numbers as computed

```
effective mass: 0.20 electron masses
phonon energy: 0.090 eV
relative permittivities, high-frequency and static: 5.0, 10.0
lattice temperature: 300 K
phonon occupation N: 0.0317
field scale F0: 340.2 kV/cm
length unit: 2.646 nm
time unit: 6.650 fs
speed unit v0: 3.979e+05 m/s
N=0 root u of u tanh u = 1/2: 0.77170
N=0 maximum: x = 1.7235, s = 0.4477
300 K maximum: x = 1.7524, s = 0.4421
energy at 300 K maximum: 0.1577 eV
forward-beam threshold, N=0: 152.3 kV/cm
forward-beam threshold, 300 K: 150.4 kV/cm
maximum momentum loss: x = 3.334, r = 1.2609
momentum bound, 300 K: 428.9 kV/cm
high-energy limit of r, 2N+1: 1.0635
low field: 100 kV/cm
stable beam energy at low field: 0.1015 eV
unstable beam energy at low field: 0.4352 eV
high field: 500 kV/cm
high field / F0: 1.4699
polar only, high field, mean energy at 200 fs: 22.62 eV
polar only, high field, mean energy at 399 fs: 88.77 eV
polar only, net force/e from momentum growth: 257 kV/cm
lower bound on that force/e: 71 kV/cm
elastic mean free path: 2.0 nm
with elastic, mean energy, first half: 0.293 eV
with elastic, mean energy, second half: 0.286 eV
with elastic, mean energy, whole: 0.290 eV
with elastic, drift velocity: 1.099e+05 m/s
with elastic, mean speed: 6.246e+05 m/s
drift velocity / mean speed: 0.176
upper bound on that ratio: 0.301
field power / polar loss power: 0.9987
momentum loss / field force: 0.9925
population ratio x=6-12 to x=12-24, Monte Carlo: 3.32
population ratio x=6-12 to x=12-24, tail formula: 2.97
norm growth, cutoff x=1e5 to 1e6, polar only, low field: 31.50
same, constant elastic path, high field: 1.000000
same, elastic path rising as sqrt(E), high field: 29.27
hot electrons, low field, starting energy: 9.00 eV
hot electrons after 665 fs, polar only: 13.63 eV
hot electrons after 665 fs, with elastic: 6.16 eV
electrons in each Monte Carlo run: 3000
```
